# Image-Force Lowering and Ideality Factors Above One in Thermionic Contacts

Q: I measured the forward current of a metal–semiconductor contact. Its logarithm is a straight line in voltage, but the ideality factor is slightly above one. Thermionic emission gives one and recombination in the depletion region gives about two, so the contact must carry a little recombination current. Is anything wrong with that?

A: The premise that thermionic emission gives one needs a condition. Let us define the factor first, so that we do not argue about the trivial curvature near zero bias. Let $V>0$ be forward bias, $J$ the current density and $V_T=kT/q$, with $q$ the positive elementary charge. I define the local factor $n$ by

$$\frac1n=V_T\,\frac{d}{dV}\ln\!\left[\frac{J}{1-e^{-V/V_T}}\right].$$

Well above $V_T$ the denominator is nearly one, and $1/n$ is the usual slope of $\ln J$.

Now count carriers in a contact that has no recombination at all. Take a uniformly doped, nondegenerate semiconductor with doping $N$ and isotropic carrier mass $m$. I measure majority-carrier energies, divided by $q$, upward from the metal Fermi level; for holes the energy axis is inverted. The top of the barrier is at $\phi_b$. The bulk band edge is at $\zeta+V$, where $\zeta$ is its distance from the bulk Fermi level.

A bulk carrier crosses if its velocity towards the metal exceeds $v_0$, where $mv_0^2/2=q(\phi_b-\zeta-V)$. With a Maxwell distribution the current towards the metal is

$$J_+=qN\sqrt{\frac{m}{2\pi kT}}\int_{v_0}^{\infty}v\,e^{-mv^2/2kT}dv
=qN\sqrt{\frac{kT}{2\pi m}}\;e^{-(\phi_b-\zeta-V)/V_T},$$

because the integral equals $(kT/m)e^{-mv_0^2/2kT}$. Insert $N=N_ce^{-\zeta/V_T}$ with $N_c=2(2\pi mkT/h^2)^{3/2}$. The factors containing $\zeta$ cancel, and the prefactor becomes

$$qN_c\sqrt{\frac{kT}{2\pi m}}=\frac{4\pi qmk^2}{h^3}T^2\equiv A^*T^2 .$$

The opposite current, from the metal, depends on the barrier height but not separately on $V$. At equilibrium it must balance $J_+$, so it is $A^*T^2e^{-\phi_b/V_T}$. Hence

$$J=A^*T^2e^{-\phi_b/V_T}\left(e^{V/V_T}-1\right).$$

Q: And the slope of that is one.

A: It is one if $\phi_b$ stays fixed. Since $e^{V/V_T}-1=e^{V/V_T}(1-e^{-V/V_T})$,

$$\ln\!\left[\frac{J}{1-e^{-V/V_T}}\right]=\ln(A^*T^2)-\frac{\phi_b}{V_T}+\frac{V}{V_T}.$$

Differentiate at fixed temperature and multiply by $V_T$:

$$\frac1n=1-\frac{d\phi_b}{dV}.$$

If forward bias raises the barrier, the current grows more slowly than $e^{V/V_T}$ and $n>1$. Every carrier counted here has crossed the barrier; none has recombined.

Q: Why should the barrier top move? The metal and the semiconductor stay the same.

A: The field at the contact changes with bias, and the image force makes the barrier top depend on that field. We need both effects.

Start with the field. Let $u(x)$ be the height of the band edge above its bulk value, with $x$ measured from the metal. For now leave out the image force and call the bias-independent barrier $\phi_0$. The surface value is then $u_s=\phi_0-\zeta-V$. Majority carriers are in quasi-equilibrium with the bulk, so their density is $Ne^{-u/V_T}$ and Poisson's equation reads

$$\frac{d^2u}{dx^2}=\frac{qN}{\varepsilon}\left(1-e^{-u/V_T}\right),$$

where $\varepsilon$ is the permittivity. Multiply by $2\,du/dx$. The left side becomes $d(du/dx)^2/dx$. Integrate from the bulk, where $u$ and its slope vanish, to the surface:

$$F^2=\frac{2qN}{\varepsilon}\left[u_s-V_T\left(1-e^{-u_s/V_T}\right)\right].$$

Here $F$ is the magnitude of the surface field. For $u_s\gg V_T$ the exponential can be dropped:

$$F=\sqrt{\frac{2qN\psi}{\varepsilon}},\qquad \psi=\phi_0-\zeta-V-V_T .$$

The last $V_T$ comes from the mobile carriers at the edge of the depletion layer. Forward bias reduces $\psi$, and therefore $F$.

Q: Then the image force. Is its energy that of two opposite charges separated by $2x$?

A: The force is that of such a pair, but the energy is half as large. A carrier at distance $x$ induces charge on the metal surface. Outside the metal, that charge acts like an opposite charge at $-x$, so the attractive force is

$$\frac{q^2}{4\pi\varepsilon(2x)^2}=\frac{q^2}{16\pi\varepsilon x^2}.$$

The work needed to take the carrier from $x$ to infinity is the integral of this force, $q^2/(16\pi\varepsilon x)$. Two independent charges would give $q^2/(8\pi\varepsilon x)$. The factor of two arises because the image recedes as the carrier does, so the separation $2x$ is not opened against a charge held in place.

Near the metal, where the depletion field is nearly uniform, the barrier in volts is

$$\phi(x)=\phi_0-Fx-\frac{q}{16\pi\varepsilon x}.$$

I use the same permittivity for the depletion field and the image force. Setting the derivative to zero gives

$$-F+\frac{q}{16\pi\varepsilon x_m^2}=0,\qquad x_m=\sqrt{\frac{q}{16\pi\varepsilon F}} .$$

The second derivative, $-q/(8\pi\varepsilon x^3)$, is negative, so this is a maximum. There the two subtracted terms are equal, each being $Fx_m$. The lowering $\Delta$ is their sum:

$$\Delta=2Fx_m=\sqrt{\frac{qF}{4\pi\varepsilon}}
=\left[\frac{q^3N\psi}{8\pi^2\varepsilon^3}\right]^{1/4}.$$

The last form follows by inserting $F^2$ into $\Delta^4=q^2F^2/(16\pi^2\varepsilon^2)$.

Q: But this lowers the barrier and raises the current. How can it reduce the slope?

A: The size of the current depends on $\Delta$, while the slope depends on how $\Delta$ changes. Only $\psi$ varies with bias in the last expression, and $d\psi/dV=-1$. Therefore

$$\frac{d\Delta}{dV}=\frac{\Delta}{4\psi}\frac{d\psi}{dV}=-\frac{\Delta}{4\psi}.$$

Because $\phi_b=\phi_0-\Delta$, the barrier rises by $d\phi_b/dV=+\Delta/(4\psi)$, and

$$n=\frac{1}{1-\Delta/(4\psi)} .$$

A constant lowering would increase the current at every bias and leave $n=1$.

There is also a geometric reading. Define the depletion width by $W=\varepsilon F/(qN)$. The formula for $F^2$ gives $W=2\psi/F$, so

$$\frac{x_m}{W}=\frac{\Delta/(2F)}{2\psi/F}=\frac{\Delta}{4\psi}.$$

Thus $n=1/(1-x_m/W)$. The barrier top is not at the metal surface but a small fraction of the way into the depletion layer, and it follows the applied voltage by that fraction.

Q: How large is this for a reasonable contact?

A: Take $\phi_0=0.80$ V, $N=10^{16}\ \mathrm{cm^{-3}}$, relative permittivity 11.7, $m$ equal to the free-electron mass, $T=300$ K and $V=0.20$ V. These are round model values. Then $V_T=0.02585$ V and $N_c=2.509\times10^{19}\ \mathrm{cm^{-3}}$, so

$$\zeta=0.02585\ln(2509)=0.2024\ \mathrm{V},$$

$$\psi=0.8000-0.2024-0.2000-0.0259=0.3718\ \mathrm{V}.$$

The field is $F=0.0339$ MV/cm, or $3.39\times10^6$ V/m. The other lengths are $W=219$ nm and $x_m=3.01$ nm. Hence

$$\Delta=2(3.391\times10^6)(3.012\times10^{-9})=0.0204\ \mathrm{V},$$

$$\frac{\Delta}{4\psi}=\frac{0.02043}{4(0.3718)}=0.0137,\qquad n=\frac1{1-0.0137}=1.0139 .$$

The straight-line barrier omits the depletion curvature, $+qNx^2/(2\varepsilon)$. Keeping this term and finding the maximum numerically puts the top at 0.7796 V, which is 0.07 mV above $\phi_0-\Delta$. The current is then

$$J=(120.2)(300)^2e^{-0.7796/0.02585}\left(e^{0.2000/0.02585}-1\right)
\approx2.0\times10^{-3}\ \mathrm{A/cm^2},$$

with $A^*=120.2\ \mathrm{A\,cm^{-2}K^{-2}}$. A centred numerical derivative of this current gives $n=1.0140$. The small increase has a simple origin. The curvature term is proportional to $x_m^2$, hence to $1/F$ and to $\psi^{-1/2}$. Its derivative with bias is its value divided by $2\psi$, about $0.00007/0.74\approx0.0001$.

Q: My plot was straight. If $n$ depends on bias, shouldn't the image effect show as curvature?

A: The curvature is small. I computed the model current at 21 equally spaced biases from 0.10 to 0.30 V and fitted a line to $\ln[J/(1-e^{-V/V_T})]$ by least squares. The fit gives $n=1.014$, and the largest deviation in current is 0.4% of the fitted value. Over this interval the straight line does not exclude a moving barrier.

Q: What would my recombination interpretation have concluded from that?

A: Suppose two parallel currents have factors $n_1$ and $n_2$, and the second carries a fraction $f$ of the total. The derivative of the logarithm of a sum weights each logarithmic derivative by its share:

$$\frac1n=\frac{1-f}{n_1}+\frac{f}{n_2}.$$

If you assign $n_1=1$ and $n_2=2$, then $1/n=1-f/2$ and

$$f=2\left(1-\frac1{1.0140}\right)\approx0.028 .$$

You would report nearly 3% recombination in a model that contains none.

Q: Could real recombination still be hiding there? How would its current compare?

A: For a midgap trap with equal electron and hole lifetimes $\tau$, the net recombination rate is

$$U=\frac{n_ep_h-n_i^2}{\tau(n_e+p_h+2n_i)},\qquad n_ep_h=n_i^2e^{V/V_T}.$$

Here $n_e$ and $p_h$ are the carrier densities, $n_i$ is the intrinsic density, and the second relation assumes flat quasi-Fermi levels in the depletion layer. Where the densities are equal, each is $n_ie^{V/2V_T}$. The rate there is

$$U=\frac{n_i\left(e^{V/V_T}-1\right)}{2\tau\left(e^{V/2V_T}+1\right)}
=\frac{n_i}{2\tau}\left(e^{V/2V_T}-1\right),$$

which explains the factor near two.

I integrated $qU$ numerically through a parabolic depletion layer with $n_i=10^{10}\ \mathrm{cm^{-3}}$ and $\tau=1\ \mu$s, both rough silicon-like values. At 0.20 V the result is $5.5\times10^{-5}$ of the thermionic current. Adding it changes $n$ by about $3\times10^{-5}$, far less than the image contribution of 0.014.

Q: So how do I distinguish the two? A single value of $n$ does not seem enough.

A: Look at its trend with bias. To leading order, $n-1\approx\Delta/(4\psi)\propto N^{1/4}\psi^{-3/4}$. Forward bias reduces $\psi$, so the image contribution grows. A recombination current with half the exponential slope loses its share as bias increases, so its contribution shrinks.

To make the contrast visible I repeated the integration with a deliberately short lifetime of 1 ns, everything else held fixed:

- At 0.10 V, $n=1.012$ for emission alone and 1.127 with recombination added.
- At 0.20 V, the values are 1.014 and 1.039.
- At 0.30 V, they are 1.018 and 1.022.

The first sequence rises and the second falls. This is evidence about mechanism, not proof, because other bias-dependent effects can imitate a trend. Series resistance and finite carrier mobility, for example, also make $n$ rise with forward bias.

Q: Does reverse bias help?

A: It gives a further constraint. For reverse voltages much larger than $V_T$, the magnitude of the thermionic current is $A^*T^2e^{-(\phi_0-\Delta)/V_T}$. It does not saturate, because $\Delta$ continues to grow as $\psi^{1/4}$. At $-1$ V and $-5$ V, $\psi$ is 1.572 and 5.572 V. Scaling from the value at 0.20 V gives $\Delta=0.0293$ and 0.0402 V, so

$$\frac{J(-5\ \mathrm V)}{J(-1\ \mathrm V)}
=\exp\!\left(\frac{0.0402-0.0293}{0.02585}\right)\approx1.52 .$$

In the pure emission model the same $\Delta(V)$ accounts for the forward factor and this ratio. In a real contact, tunnelling through the barrier also grows with the reverse field. For a light carrier mass of 0.19 electron masses, a semiclassical estimate raises the current by about 13% at $-1$ V and 38% at $-5$ V, which moves the ratio to about 1.9. This estimate leaves out reflection of the carrier wave near the metal, which also changes with field, so the 1.9 is only a rough guide. Tunnelling and reflection must therefore be included before the comparison is made. Growth by itself is not decisive: a generation current with the same constant rate throughout the depletion layer would follow $W\propto\psi^{1/2}$ and grow by $\sqrt{5.572/1.572}\approx1.88$. Generation through traps may fill only part of the layer, and its ratio then differs. The magnitude and the shape matter.

Q: Can I use image lowering to explain $n=1.3$, then?

A: Not with this calculation. It would require $x_m/W=1-1/1.3\approx0.23$. The barrier top would lie almost a quarter of the way through the depletion layer, where the field is no longer nearly uniform. The formula also diverges when $\Delta=4\psi$, close to flat band, but its assumptions fail before that point. It requires $\psi\gg V_T$ and $\psi\gg\Delta$.

At moderate doping the effect is much smaller. With $\phi_0$, bias and temperature fixed at the example values, the formula gives $n=1.009$, 1.014 and 1.022 for dopings of $10^{15}$, $10^{16}$ and $10^{17}\ \mathrm{cm^{-3}}$. The increase in $n-1$ is weaker than $N^{1/4}$ because heavier doping also reduces $\zeta$ and enlarges $\psi$. These values contain the image effect alone. In a silicon-like contact, finite carrier mobility at the lowest of these dopings and tunnelling at the highest can add corrections of comparable or larger size.

Temperature enters through $\zeta$ and $V_T$. With the other inputs fixed, $n$ goes from 1.013 at 250 K to 1.015 at 350 K, because $\psi$ becomes smaller.

Q: Is a real contact ever close enough to purely thermionic for this to matter?

A: The example lies roughly in the regime of a metal on moderately doped n-type silicon. At 0.20 V forward bias, the largest of the corrections I estimated comes from the assumption that carriers reach the barrier top without resistance. To estimate the correction, let $c$ be the carrier density at the top and $c_0$ the value it would have in quasi-equilibrium with the bulk. In forward bias, neglecting the small return flow, emission gives $J=qv_Rc$ with $v_R=\sqrt{kT/(2\pi m)}$, while transport from the bulk gives $J=qv_D(c_0-c)$. Eliminating $c$ yields

$$J=\frac{qv_Rc_0}{1+v_R/v_D},\qquad
\frac1{v_D}=\frac1{\mu V_T}\int_{x_m}^{W}e^{[\phi(x)-\phi_b]/V_T}dx .$$

The second expression comes from integrating the drift-diffusion equation at constant current and constant mobility $\mu$. With a rough $\mu=1000\ \mathrm{cm^2/(V\,s)}$, numerical integration raises $n$ by 0.0036, about a quarter of the image contribution. This is an estimate, since a constant mobility is doubtful in the steep field near the metal.

Tunnelling is next. I used a semiclassical transmission below the top, the transmission of a matching parabola above it, and a light mass of 0.19 electron masses. In this estimate the current increases by 4% and $n$ by 0.0023, again without recombination. The estimate is rough. For this mass the quantum length of the image potential, $16\pi\varepsilon\hbar^2/(mq^2)$, is about 13 nm, longer than $x_m\approx3$ nm, so the semiclassical form is doubtful on the metal side of the top. Reflection of the carrier wave there, which I have left out, can bring the current below the classical value, and it makes the change of $n$ depend on how the interface is modelled.

A 5 $\mu$m series layer of the same doping and mobility adds about $2\times10^{-5}$ to $n$ at 0.20 V. This term is roughly the ohmic drop divided by $V_T$, so it grows with thickness and current: a 500 $\mu$m substrate of the same material adds about 0.002 at 0.20 V and about 0.1 at 0.30 V. Six silicon-like valleys, with rough masses 0.98 along and 0.19 across each axis, roughly double the current prefactor for flow along a valley axis. Through $\zeta$ they change $n$ by only about $10^{-4}$, but they also make $v_R$ about 1.9 times larger, which raises the finite-mobility correction from 0.0036 to about 0.006. The doping is $4\times10^{-4}$ of $N_c$, so degeneracy is unimportant. At $-5$ V the peak field is 0.13 MV/cm, below a rough breakdown field of 0.4 MV/cm. I have not sized interface layers or lateral barrier variations, and a real contact may have either.

Q: Then I should report the factor as a slope, and make a separate case for its cause.

A: Yes. For your contact, first calculate the image contribution from its doping, barrier and bias range, remove the series-resistance drop, and estimate the finite-mobility and tunnelling corrections, which can also raise $n$ without recombination. Then see how much of $n-1$ remains, whether it rises or falls with forward bias, and whether the reverse current, with tunnelling included, agrees with the same barrier. A recombination claim needs support from those data or from a measured lifetime; the excess over one cannot supply it.
